# Inverse-square gap law for the polarizability of a dimerized chain

## Definitions and conventions

A chain along $x$ has one orbital and one electron per site. The hoppings alternate,

$$t_1=t(1+\delta),\qquad t_2=t(1-\delta),\qquad t>0,\quad 0<|\delta|<1, \tag{1}$$

over bonds whose projections on $x$ are $b_1=d-u$ and $b_2=d+u$. Thus $t$ is the mean hopping, $d$ the mean site spacing, $2d$ the cell length and $u$ the bond-length alternation. The electrons have spin one half and do not interact, the sites are clamped, and the temperature is zero until stated otherwise.

The electron charge is $-e$. A uniform static field $F$ along $+x$ adds the energy $+eFx$ per electron, and $F$ means the total field inside the system. The longitudinal polarizability $\alpha$ is defined by the energy change $W=-\tfrac12\alpha F^2$, so the induced dipole is $\alpha F$. In SI units $\alpha/(4\pi\varepsilon_0L)$ is an area, obtained from the formulas below by replacing $e^2$ with $e^2/(4\pi\varepsilon_0)$.

With $\hbar v=2td$ and gap $E_g$, the result is

$$\frac{\alpha}{L}\;\to\;\frac{4e^2\hbar v}{3\pi E_g^2}\qquad(\delta\to0), \tag{2}$$

where $t$ and $d$ are held fixed, $u$ stays bounded, and the length $L$ is taken to infinity before $\delta$ goes to zero.

## Bands and the interband dipole

Give each Bloch orbital the phase $e^{ikx}$ of its site position. An A site has a B neighbour at $+b_1$ and another at $-b_2$, so the Hamiltonian is

$$H(k)=\begin{pmatrix}0&h\\h^*&0\end{pmatrix},\qquad h=t_1e^{ikb_1}+t_2e^{-ikb_2}.$$

With $\xi=kd$, the factor $e^{-iku}$ is common to both terms:

$$h=te^{-iku}\left[(1+\delta)e^{i\xi}+(1-\delta)e^{-i\xi}\right]=2te^{-iku}(\cos\xi+i\delta\sin\xi). \tag{3}$$

The energies are $\pm|h|=\pm2t\sqrt D$, with

$$D=\cos^2\xi+\delta^2\sin^2\xi. \tag{4}$$

Half filling fills the lower band. The smallest $D$ is $\delta^2$, at the zone edge $\xi=\pi/2$, hence $E_g=4t|\delta|$.

The position operator is unbounded in an infinite chain, but its commutator with $H$ is translation invariant. Between A and B sites this commutator multiplies each hopping by $x_B-x_A$, which is what $-i\partial_k$ does to the phases in $h$. Therefore $[H,x]$ is represented by $-i\partial_kH$. It conserves $k$, and the matrix element $X$ of $x$ between the upper state $c$ and the lower state $v$ obeys

$$(E_c-E_v)X=-i\langle c|\partial_kH|v\rangle. \tag{5}$$

Write $h=|h|e^{i\varphi}$. The eigenvectors are $(1,\pm e^{-i\varphi})/\sqrt2$, the upper sign for $c$. Then

$$\langle c|\partial_kH|v\rangle=\tfrac12\left(-h'e^{-i\varphi}+h'^*e^{i\varphi}\right)=-i\,\mathrm{Im}(h'e^{-i\varphi})=-i|h|\varphi',$$

because $h'e^{-i\varphi}=|h|'+i|h|\varphi'$; primes denote $d/dk$. Since $E_c-E_v=2|h|$, equation (5) gives $X=-\varphi'/2$. The phase follows from (3): the factor $e^{-iku}$ contributes $-u$, and the bracket contributes

$$d\,\frac{\mathrm{Im}[(-\sin\xi+i\delta\cos\xi)(\cos\xi-i\delta\sin\xi)]}{D}=\frac{d\,\delta}{D}.$$

Hence

$$|X|=\frac12\left|\frac{d\delta}{D}-u\right|. \tag{6}$$

At the zone edge with $u=0$ this is $d/(2|\delta|)=\hbar v/E_g$, a length that grows as the gap closes.

## The polarizability in closed form

Second-order perturbation theory lowers the energy by $e^2F^2|X|^2/(E_c-E_v)$ for each filled state. Terms between two filled states cancel in pairs. With two spins and $W=-\tfrac12\alpha F^2$,

$$\frac{\alpha}{L}=4e^2\int\frac{dk}{2\pi}\,\frac{|X|^2}{E_c-E_v}, \tag{7}$$

over one zone, of width $\pi/d$. Inserting (6), $E_c-E_v=4t\sqrt D$ and $dk=d\xi/d$ gives the prefactor $4\cdot\frac1{2\pi}\cdot\frac14\cdot\frac1{4t}\cdot\frac1d=\frac1{8\pi td}$. Expanding the square,

$$\frac{\alpha}{L}=\frac{e^2}{8\pi td}\left[d^2\delta^2J_5-2ud\delta J_3+u^2J_1\right],\qquad J_n=\int_0^\pi D^{-n/2}d\xi. \tag{8}$$

Let $m=1-\delta^2$, so that $D=1-m\sin^2\xi$. The complete elliptic integrals are

$$K=\int_0^{\pi/2}D^{-1/2}d\xi,\qquad E=\int_0^{\pi/2}D^{1/2}d\xi,$$

so $J_1=2K$ and $J_{-1}=2E$. The others follow from a total derivative. From (4), $\sin^2\xi=(1-D)/m$ and $\cos^2\xi=(D-\delta^2)/m$, and therefore

$$m\frac{d}{d\xi}\frac{\sin\xi\cos\xi}{D^{p/2}}=(2-p)D^{1-p/2}+(p-1)(1+\delta^2)D^{-p/2}-p\,\delta^2D^{-1-p/2}.$$

The left side integrates to zero over $[0,\pi]$. For $p=1$ this gives $J_3=J_{-1}/\delta^2=2E/\delta^2$. For $p=3$ it gives $3\delta^2J_5=2(1+\delta^2)J_3-J_1$. Equation (8) becomes

$$\frac{\alpha}{L}=\frac{e^2}{4\pi td}\left\{\frac{d^2[2(1+\delta^2)E-\delta^2K]}{3\delta^2}-\frac{2udE}{\delta}+u^2K\right\}. \tag{9}$$

This bulk formula was compared with open chains that end in strong bonds, with $\delta=0.1$ and $u=0$ or $0.2d$. The growth of the field-induced dipole from 300 to 500 sites agrees with (9) to better than one part in $10^6$.

## The limit of vanishing dimerization

For small $\delta$, put $y=\pi/2-\xi$ in $K$ and split the integral at $\eta$ with $|\delta|\ll\eta\ll1$. The inner part is $\int_0^\eta dy/\sqrt{y^2+\delta^2}\simeq\ln(2\eta/|\delta|)$. The outer part is $\int_\eta^{\pi/2}dy/\sin y\simeq\ln(2/\eta)$. Their sum is

$$K\simeq\Lambda,\qquad \Lambda=\ln\frac4{|\delta|}.$$

Differentiating $E$ under the integral gives $dE/dm=(E-K)/(2m)$, so for $\delta>0$, $dE/d\delta=\delta(K-E)/m\simeq\delta(\Lambda-1)$. Integrating from $E=1$ at $\delta=0$,

$$E\simeq1+\frac{\delta^2}{2}\left(\Lambda-\frac12\right), \tag{10}$$

which is even in $\delta$ and so holds for both signs. The largest term in the braces of (9) is $2d^2/(3\delta^2)$. With $\delta^2=E_g^2/(16t^2)$,

$$\frac{\alpha}{L}\to\frac{e^2d}{6\pi t\delta^2}=\frac{8e^2td}{3\pi E_g^2}=\frac{4e^2\hbar v}{3\pi E_g^2}, \tag{11}$$

which is (2). Dividing (9) by this limit, with $r=u/d$, the first term becomes

$$(1+\delta^2)E-\tfrac12\delta^2K\simeq1+\delta^2+\tfrac12\delta^2(\Lambda-\tfrac12)-\tfrac12\delta^2\Lambda=1+\tfrac34\delta^2,$$

where the logarithms cancel. The other two terms become $-3r\delta E$ and $\tfrac32r^2\delta^2K$. Through order $\delta^2$,

$$\frac{\text{full}}{\text{leading}}=1-3r\delta+\left(\frac34+\frac32r^2\Lambda\right)\delta^2+\dots \tag{12}$$

Unequal bond lengths thus change the approach to the limit but not the limit. If the stronger bond has the shorter projection, $r\delta>0$ and the first correction is negative.

For equal bond lengths the computed ratio is 1.0077 at $\delta=0.1$, against 1.0075 from (12). At $\delta=0.4$, where $E_g=1.6t$, it is 1.146, so the leading law lies 13% below the full model value. Between $\delta=0.02$ and $0.01$ the local exponent of $\alpha/L$ against $E_g$ is $-1.9997$.

### Where the divergence comes from

Let $\kappa$ be the distance of $k$ from the zone edge and $s=\kappa d/|\delta|=2\hbar v\kappa/E_g$. Near the edge $D\simeq\delta^2(1+s^2)$, and for $u=0$ the integrand of (8) is proportional to $(1+s^2)^{-5/2}$. With $s=\tan\theta$,

$$\int_0^S\frac{ds}{(1+s^2)^{5/2}}=\int\cos^3\theta\,d\theta=\sigma-\frac{\sigma^3}3,\qquad\sigma=\frac S{\sqrt{1+S^2}},$$

which tends to $2/3$ for large $S$. The fraction of the response from $|s|<S$ is therefore

$$\frac{\sigma(3-\sigma^2)}2=\frac{S(3+2S^2)}{2(1+S^2)^{3/2}}. \tag{13}$$

For $S=2$ it is 0.984, and the full band sum at $\delta=0.01$ gives the same to three digits. The power in (11) can now be read off. The squared dipole scales as $(\hbar v/E_g)^2$, the momentum window as $E_g/\hbar v$, and the energy denominator supplies $1/E_g$. The product is $\hbar v/E_g^2$.

The way in which the gap closes matters. If $t\to0$ at fixed $\delta$, $d$ and $u$, the braces in (9) do not change and $\alpha/L\propto1/t\propto1/E_g$. The inverse square belongs to vanishing dimerization at fixed mean hopping.

## Finite length and the order of limits

An undimerized chain of finite length has a finite polarizability. For $\delta=0$ the band has two Fermi points with speed $v$. With two spins, the density of states per unit length is $4/(2\pi\hbar v)=2/(\pi\hbar v)$. In a long chain the potential $eFx$ varies slowly and shifts the local band, so the electron density changes by $-2eFx/(\pi\hbar v)$, with $x$ measured from the centre. The dipole is

$$-e\int_{-L/2}^{L/2}x\left(-\frac{2eFx}{\pi\hbar v}\right)dx=\frac{2e^2F}{\pi\hbar v}\frac{L^3}{12},$$

and hence

$$\frac\alpha L=\frac{e^2L^2}{6\pi\hbar v}\qquad(\delta=0). \tag{14}$$

With $L=Nd$, computed open chains exceed (14) by 1.5% for $N=200$ and 0.37% for $N=800$. Replacing $L$ by $(N+1)d$ in $L^3$ would give 1.5% and 0.38%, as expected if the wavefunctions vanish one spacing beyond each end site.

Equating (14) with (11) gives $L^2=8(\hbar v)^2/E_g^2$. The crossover length is

$$L_\times=\sqrt8\,\frac{\hbar v}{E_g}. \tag{15}$$

The gap law needs $L\gg L_\times$. It also needs ends without midgap states. A zero-energy state that starts on an end site lives on every second site, and its successive amplitudes have the ratio $-t_{\rm end}/t_{\rm next}$, where $t_{\rm end}$ is the hopping of the end bond and $t_{\rm next}$ that of the next bond. It therefore decays into the chain only if the end bond is the weaker one. The dimerized open chains computed here end in strong bonds and have no such states. If the gap closes at fixed $L$, the growth of $\alpha/L$ ends near the value (14). The crossover is broad: for $N=200$ and equal bond lengths, $\alpha/L$ is 0.35 of (14) at $L=L_\times$ and 0.90 of it at $L=0.1L_\times$.

## Example: one transverse channel of graphene

In the nearest-neighbour model of graphene's $\pi$ electrons, an A site has neighbours at $(a,0)$ and $(-a/2,\pm\sqrt3a/2)$, each with hopping $t_0$. A field along $x$ conserves the transverse wavevector $q$. The last two neighbours have the same $x$, and their phases add to

$$t_2=2t_0\cos\left(\tfrac{\sqrt3}2qa\right),\qquad t_1=t_0. \tag{16}$$

For $t_2>0$ and $t_2\ne t_0$, which covers the channels used below, each $q$ is thus an independent dimerized chain of the form (1), with $b_1=a$ and $b_2=a/2$, so $d=3a/4$, $u=-a/4$ and $r=-1/3$. The gap closes at the Dirac point, where $t_2=t_0$.

Take the rough typical values $t_0=2.7$ eV and $a=0.142$ nm, and a channel displaced by $0.4\ \mathrm{nm^{-1}}$ from the Dirac point towards larger $q$. Then $t_2=2.467$ eV, and

$$t=\frac{2.700+2.467}2=2.583\ \text{eV},\qquad\delta=\frac{2.700-2.467}{5.167}=0.0451.$$

With $d=0.1065$ nm, $\hbar v=2td=0.550$ eV nm and $E_g=4t\delta=0.466$ eV. Using $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the leading law gives

$$\frac{\alpha}{4\pi\varepsilon_0L}\simeq\frac{4(1.440)(0.550)}{3\pi(0.466)^2}\ \mathrm{nm^2}\simeq1.55\ \mathrm{nm^2}.$$

The full formula (9) gives $1.62\ \mathrm{nm^2}$, or 579 bohr$^2$. The ratio, 1.048, is mostly the first correction $-3r\delta=+0.045$: here the stronger bond has the longer projection.

With $t_0$ and $a$ fixed, moving the channel towards the Dirac point gives:

| Offset (nm$^{-1}$) | Gap (eV) | Full (nm$^2$) | Leading (nm$^2$) |
|---:|---:|---:|---:|
| 0.8 | 0.945 | 0.40 | 0.36 |
| 0.4 | 0.466 | 1.62 | 1.55 |
| 0.2 | 0.232 | 6.56 | 6.41 |
| 0.1 | 0.115 | 26.4 | 26.1 |

Each halving of the offset roughly halves the gap and multiplies the polarizability by about four. The factor is not exactly the inverse square of the gap ratio, because $t$ varies slightly with $q$ and the corrections in (12) shrink.

### Effects outside the infinite, cold, linear chain

For the 0.466 eV channel, $L_\times=3.3$ nm. An open segment of 280 sites, 29.8 nm long and ending in strong bonds, has $\alpha/L$ 8% below the bulk value. Even at nine crossover lengths the ends matter at this level; between 140 and 1120 sites the relative deficit is $0.74\,L_\times/L$. As a piece of graphene this segment is an idealization. The strong bond of this channel is the single bond along $x$, so each edge atom would have only one neighbour. At an ordinary zigzag edge, where each edge atom has two neighbours, the channel ends in the weaker hopping $t_2$ and has midgap states, so the segment values given here do not apply.

At 0.1 MV/cm the potential drop across that segment is 0.30 V, less than $E_g/e$, and the ratio of dipole to field rises by 0.2% from its weak-field value. Interband tunnelling can be estimated semiclassically. The field drives $\kappa$ at the rate $eF/\hbar$, and the band separation $2\sqrt{(\hbar v\kappa)^2+(E_g/2)^2}$ vanishes at $\kappa=iE_g/(2\hbar v)$. The decay exponent is twice the integral of the separation along this imaginary path, divided by $eF$:

$$\frac2{eF}\int_0^{E_g/2\hbar v}2\sqrt{\frac{E_g^2}4-(\hbar vy)^2}\,dy=\frac{\pi E_g^2}{4e\hbar vF}\equiv\frac{F_0}F, \tag{17}$$

since the integral of the square root is a quarter of an ellipse. The probability per passage of the zone edge is about $e^{-F_0/F}$. For an equal-bond chain with $\delta=0.05$ and $eFd=0.01t$, time evolution gives 0.2076 and this estimate 0.2079. In the graphene channel $F_0=3.1$ MV/cm, and the probability at 0.1 MV/cm is about $3\times10^{-14}$.

At 300 K, with a reservoir at midgap, the weak-field polarizability of the 29.8 nm segment rises by 4%. This figure depends on length. When the segment is much longer than the thermal wavelength of the carriers, about 18 nm here, they act as a dilute classical gas. With $n$ electrons and $n$ holes per unit length, the field then induces the charge density $2ne^2Fx/(k_BT)$, which adds $ne^2L^2/(6k_BT)$ to $\alpha/L$ as long as $eFL\ll k_BT$. This term assumes the reservoir, or else $nL\gg1$. In an isolated segment with a fixed number of electrons and $nL\ll1$, carriers appear only in pairs and the effect is far smaller: for the 29.8 nm segment $nL\approx4\times10^{-4}$ and the rise is about 0.001%. The static response per length of an infinite chain at nonzero temperature is therefore not finite in this model.

### Relation to real materials

The hopping and bond length are typical of graphene, but a sheet contains all channels at once, including gapless ones. Near a Dirac point their contributions grow as the inverse square of the offset, so their sum over $q$ diverges in an infinite cold sheet; $1.62\ \mathrm{nm^2}$ is not a sheet property. The assumption of independent electrons is doubtful. The bare Coulomb coupling $e^2/(4\pi\varepsilon_0\hbar v)$ is 2.6 with the model velocity of this channel (2.2 with graphene's measured velocity of about $10^6$ m/s), which is not small, so neglecting interactions is not a controlled approximation. How far they move the number is not determined here. As a measure of sensitivity, a gap 20% larger at fixed $v$ would lower (11) by the factor $1/1.2^2=0.69$. Sigma electrons, lattice motion and further-neighbour hopping are also left out.

Interlayer dielectrics are insulators with gaps of several eV, so a gap of 0.47 eV is far from typical for them, and the small-$\delta$ law should not be used to predict their permittivity. What carries over is a conditional rule for conjugated segments in such a material. If the mean hopping and spacing are fixed, the dimerization is weak, the segments are much longer than $L_\times$ even at the smaller gap and end in strong bonds, thermal carriers are negligible, and independent electrons are an adequate description, halving the gap raises the weak-field electronic polarizability along the segment, with the nuclei clamped, about fourfold. For equal-bond model segments with $\delta$ going from 0.1 to 0.05, the factor is 3.4 at a length of $3L_\times$ and 3.8 at $10L_\times$, with $L_\times$ taken at the smaller gap. The computed values are collected in the numerical output.

## Table of computed values

```
MODEL CHAIN, equal bond lengths
delta   Eg/t    alpha/L (e^2 d/t)   ratio to leading law
 0.40   1.600        0.3800         1.14602
 0.20   0.800        1.3690         1.03220
 0.10   0.400        5.3459         1.00768
 0.05   0.200       21.2607         1.00189
 0.02   0.080      132.6690         1.00030
local exponent, delta 0.02 to 0.01: -1.99967
share from |s|<2, delta=0.01: 0.9838; formula 0.9839
open chains vs bulk, largest relative error: 6.8e-08
gapless chain / L^3 law, 200 sites: 1.0150
gapless chain / L^3 law, 800 sites: 1.0037
tunnelling test: evolved 0.2076, formula 0.2079
GRAPHENE CHANNEL
hopping t0: 2.70 eV; bond length a: 0.142 nm
offset from Dirac point: 0.40 1/nm
alternate hopping t2: 2.4668 eV; mean hopping t: 2.5834 eV
delta: 0.04514; mean spacing d: 0.1065 nm; u: -0.0355 nm
hbar v: 0.5503 eV nm; gap: 0.4664 eV
zone-edge length hbar v/Eg: 1.180 nm
e^2/(4 pi eps0): 1.43996 eV nm
alpha/(4 pi eps0 L), full: 1.6206 nm^2
  the same: 578.7 bohr^2
alpha/(4 pi eps0 L), leading law: 1.5458 nm^2
full / leading: 1.04838
offset (1/nm)  gap (eV)  full (nm^2)  leading (nm^2)
    0.80      0.9448       0.399         0.359
    0.40      0.4664       1.621         1.546
    0.20      0.2317       6.555         6.409
    0.10      0.1154      26.386        26.098
NEGLECTED EFFECTS, channel at the first offset
crossover length sqrt(8) hbar v/Eg: 3.34 nm
segment: 280 sites, 29.82 nm
segment alpha/L over bulk: 0.9173
field: 0.10 MV/cm = 0.010 V/nm
potential drop over segment: 0.298 V
relative change of dipole/field at this field: 2.19e-03
tunnelling field F0: 3.105 MV/cm
tunnelling probability per passage: 3.27e-14
thermal energy at 300 K: 0.02585 eV
relative change of segment alpha at 300 K: 3.96e-02
Coulomb coupling e^2/(4 pi eps0 hbar v): 2.617
```
